# Threshold Variance from Random Acceptors in a Uniform Depletion Layer, part 2

Random acceptors in a transistor's p-type body give its threshold voltage \(V_t\) a variance \(\sigma^2\). Threshold is reached when the surface potential, averaged over gate area \(A\), equals a fixed \(\psi_s\). Depth \(x\) runs from the oxide interface into the body, the potential \(\psi\) is measured from the neutral body, and \(E=-\partial\psi/\partial x\). Equations are in SI form. Ionised acceptors have charge \(-q\) and mean density \(N\); the body has permittivity \(\varepsilon\). The oxide has thickness \(t\), permittivity \(\varepsilon_{\rm ox}\) and capacitance per area \(C=\varepsilon_{\rm ox}/t\). The depletion depth is

\[W=\sqrt{\frac{2\varepsilon\psi_s}{qN}} . \tag{1}\]

The layer holds on average \(n=NAW\) acceptors. With flat-band voltage \(V_{\rm fb}\) and mean depletion charge per area of magnitude \(Q\),

\[V_t=V_{\rm fb}+\psi_s+\frac{Q}{C}. \tag{7}\]

For periodic sides, or walls without normal field, and an abrupt edge at \(x=w\), integrals over the depleted region give

\[QA=q\int N(\mathbf r)\,dV . \tag{8}\]

\[A\psi_s=\frac{q}{\varepsilon}\int xN(\mathbf r)\,dV . \tag{10}\]

To first order, one acceptor shifts the threshold by

\[\delta V_t=\frac{q}{CA}\,g\!\left(\frac{x}{W}\right). \tag{2}\]

The abrupt-edge weight \(g=1-x/W\) follows from the averaged potential change due to an acceptor at \(x_0\):

\[\frac{d^2\overline{\delta\psi}}{dx^2}=\frac{q}{\varepsilon A}\,\delta(x-x_0),\qquad
\overline{\delta\psi}(0)=\overline{\delta\psi}(W)=0 . \tag{16}\]

At distance \(d=W-x_0\) from the edge, the edge displacement \(\delta w\) reduces the weight by

\[\frac{N}{2W}\int\delta w^2\,dA=\frac{1}{16\pi NWd^2}. \tag{19}\]

Linearity requires \(d^3\gg1/(2\pi N)\), so \(NW^3\gg1\) for most of the layer. With mobile holes and \(\phi_T=kT/q\) at temperature \(T\),

\[g(x)=\frac{E(x)}{E(0)} . \tag{23}\]

\[E^2=\frac{2qN}{\varepsilon}\left[\psi-\phi_T+\phi_Te^{-\psi/\phi_T}\right]. \tag{24}\]

\[g\simeq1-\frac{x}{W_E},\qquad W_E=W\sqrt{1-\frac{\phi_T}{\psi_s}} . \tag{25}\]

Slices of thickness \(\Delta x\) hold independent Poisson numbers \(m_i\) of acceptors, with means \(\mu_i=NA\,\Delta x\):

\[\delta V_t=\frac{q}{CA}\left(S-\langle S\rangle\right),\qquad S=\sum_i g(x_i)\,m_i . \tag{27}\]

\[\operatorname{Var}S=\sum_i g(x_i)^2\mu_i\;\longrightarrow\;NA\int_0^W g(x)^2\,dx . \tag{28}\]

Writing \(\sigma^2=(q/CA)^2nK\) defines the variance factor \(K\). For an abrupt edge, with \(u=x/W\), \(K=1/3\):

\[\operatorname{Var}S=n\int_0^1(1-u)^2\,du
=n\left[-\frac{(1-u)^3}{3}\right]_0^1=\frac n3 . \tag{29}\]

\[\boxed{\;\sigma^2=\left(\frac{q}{CA}\right)^2\frac n3=\frac{q^2NW}{3AC^2}\;} \tag{30}\]

### What the factor contains

The number of acceptors and their depths both fluctuate. Let the layer contain \(m=\sum_i m_i\) acceptors, whose mean is \(n=\sum_i\mu_i\). Dividing the joint probability of the slice counts by the Poisson probability of their sum gives the distribution at fixed \(m\):

\[
P(m_1,m_2,\ldots\,|\,m)=\frac{m!}{\prod_i m_i!}\prod_i\left(\frac{\mu_i}{n}\right)^{m_i}. \tag{31}
\]

This is the distribution of \(m\) acceptors dropped independently, each landing in slice \(i\) with probability \(\mu_i/n=\Delta x/W\). At fixed \(m\) the depths are thus independent and uniform. A weight \(g_j=1-u_j\) then has mean \(1/2\) and variance \(1/3-1/4=1/12\). Split the sum as

\[
S=\frac m2+\sum_{j=1}^{m}\left(g_j-\frac12\right). \tag{32}
\]

The second term has zero mean at every fixed \(m\), so it is uncorrelated with the first. The variances are \(n/4\) from the first term and \(\langle m\rangle/12=n/12\) from the second:

\[
\frac n3=\frac n4+\frac n{12}. \tag{33}
\]

The quarter is what remains if the acceptors in each device are spread uniformly in depth and only their density varies. It can be checked from \(Q=qNW=\sqrt{2\varepsilon qN\psi_s}\). A small change of density gives \(\delta Q/Q=\delta N/(2N)\), and a relative density fluctuation of \(1/\sqrt n\) gives a charge fluctuation \(q\sqrt n/(2A)\). Its square contains the factor \(1/4\).

The twelfth is what would remain if every device had the same number of acceptors in the layer but random depths. Since \(1/12\) is a quarter of \(1/3\), the depth part alone has half the total standard deviation. Giving every acceptor the full weight of an interface charge would replace \(1/3\) by 1 and overestimate \(\sigma\) by \(\sqrt3\). That estimate ignores the retreat of the depletion edge.

### Dependence on the design parameters

Equation (1) gives \(NW=\sqrt{2\varepsilon\psi_sN/q}\). With this, (30) becomes

\[
\sigma=\frac{q}{C\sqrt{3A}}\left(\frac{2\varepsilon\psi_sN}{q}\right)^{1/4}. \tag{34}
\]

At fixed \(\psi_s\), the spread in this model is proportional to oxide thickness, to \(A^{-1/2}\), and to \(N^{1/4}\). The dependence on density is weak because a higher density makes the depletion layer thinner, and \(NW\) grows only as \(N^{1/2}\). The dependence on oxide thickness enters through \(1/C\): a given charge fluctuation needs less gate voltage when the capacitance is larger.

Another form uses the mean oxide voltage \(V_{\rm ox}=qNW/C=nq/(CA)\):

\[
\sigma=\frac{V_{\rm ox}}{\sqrt{3n}} . \tag{35}
\]

The relative fluctuation of the depletion charge is \(1/\sqrt{3n}\), smaller than the counting value \(1/\sqrt n\).

### A worked device

Take \(N=10^{18}\ \mathrm{cm^{-3}}\), an oxide 2 nm thick, and a gate 50 nm long and 50 nm wide. The relative permittivities are 11.7 in the body and 3.9 in the oxide, \(\psi_s=0.95\ \mathrm V\), and \(T=300\ \mathrm K\). These are round model parameters. The gate is treated as a patch of a layer with periodic sides, without a source and drain. The oxide capacitance is \(1.727\ \mathrm{\mu F/cm^2}\), and (1) gives \(W=35.05\ \mathrm{nm}\). Since \(N=10^{-3}\ \mathrm{nm^{-3}}\),

\[
n=10^{-3}\times2500\times35.05\simeq87.6 . \tag{36}
\]

An acceptor at the interface shifts the threshold by \(q/(CA)=3.712\ \mathrm{mV}\). Therefore

\[
\sigma=3.712\ \mathrm{mV}\times\sqrt{\frac{87.63}{3}}
=3.712\ \mathrm{mV}\times5.405=20.1\ \mathrm{mV}. \tag{37}
\]

The number part is 17.4 mV and the depth part 10.0 mV. They combine as squares: \(17.4^2+10.0^2\simeq20.1^2\). Full weight for every acceptor would give 34.75 mV.

The mean oxide voltage is \(87.63\times3.712\ \mathrm{mV}=0.325\ \mathrm V\), so the threshold of the uniform layer lies \(0.95+0.325=1.275\ \mathrm V\) above flat band. Multiplying \(\sigma\) by the square root of the area gives \(20.06\ \mathrm{mV}\times0.050\ \mathrm{\mu m}=1.00\ \mathrm{mV\,\mu m}\), which is independent of area in this model.

### Random layers with a moving edge

The variance can be tested without using the weight \(g\). Draw random acceptor depths, treat each acceptor as a sheet of charge \(q/A\), and find the edge \(w\) separately for every set. By (10), the edge lies where the sum of the depths reaches \(nW/2\). If the last sheet would exceed this sum, only the necessary fraction of it is counted. Equation (8) then gives the charge. For 20,000 sets the standard deviation of the threshold is 20.04 mV, against 20.06 mV from (30). The sampling error of a standard deviation for a nearly Gaussian quantity is about \(1/\sqrt{2\times20000}=0.5\%\), or 0.1 mV, so the difference is not significant. With four times the area, the formula gives 10.03 mV and the random sets give 10.01 mV.

The sampled number and depth parts of \(\operatorname{Var}S/n\) are 0.2504 and 0.0835, close to \(1/4\) and \(1/12\). Their sampled total is 0.3329.

The mean threshold of the random sets lies \(0.58\pm0.14\ \mathrm{mV}\) below that of the uniform layer, where the uncertainty is one standard error. The sheet model explains this shift. Apart from the treatment of the last sheet, subtracting the fixed moment divided by \(W\) from the number of ionised acceptors gives

\[
\frac{QA}{q}=\frac n2+\sum_{x_j<w}\left(1-\frac{x_j}{W}\right). \tag{38}
\]

The sum up to \(W\) is \(S\), with mean \(n/2\). The strip between \(W\) and \(w=W+\delta w\) contributes, at mean density,

\[
NA\int_W^{W+\delta w}\left(1-\frac xW\right)dx=-\frac n2\left(\frac{\delta w}{W}\right)^2 . \tag{39}
\]

It is negative whichever way the edge moves. Count fluctuations within the strip matter less: it holds of order \(\sqrt n\) acceptors, whose number fluctuates by order \(n^{1/4}\) with weights of order \(n^{-1/2}\). Their contribution is of order \(n^{-1/4}\), while (39) is of order 1.

To first order the fixed moment requires \(NAW\,\delta w=-(\sum_{x_j<W}x_j-nW/2)\). The sum of depths has variance \(NA\int_0^Wx^2dx=nW^2/3\), by the argument of (28). Since \(NAW=n\),

\[
\left\langle\left(\frac{\delta w}{W}\right)^2\right\rangle=\frac1{3n}. \tag{40}
\]

The mean of (39) is thus \(-1/6\), and the mean threshold shift is \(-3.712/6=-0.62\ \mathrm{mV}\), consistent with the sampled value. The strip term fluctuates by order 1, whereas \(S\) has standard deviation \(\sqrt{n/3}\). In the sheet model the relative correction to \(\sigma\) is therefore at most of order \(n^{-1/2}\), and it vanishes for large \(n\).

This mean shift belongs to the sheet model. Point acceptors also roughen the edge laterally, and the area average of \(\delta w^2\) is at least the square of the average \(\delta w\). The sampled shift should not be taken as the mean shift of a three-dimensional device.

### The smooth edge and the point charge

With mobile holes, the variance factor follows from (23) and (28). The integral now extends into the neutral body, because acceptors there have a small weight:

\[
K=\frac1W\int_0^\infty\frac{E^2}{E(0)^2}\,dx
=\frac{1}{WE(0)^2}\int_0^{\psi_s}E\,d\psi , \tag{41}
\]

where \(E\,dx=-d\psi\) was used. Over most of the potential range \(\psi\gg\phi_T\), and (24) gives \(E\simeq\sqrt{2qN/\varepsilon}\,[\sqrt\psi-\phi_T/(2\sqrt\psi)]\). The region where this expansion fails has \(\psi\) of order \(\phi_T\) and contributes terms of order \(\phi_T^{3/2}\). Using \(W\sqrt{2qN/\varepsilon}=2\sqrt{\psi_s}\),

\[
K\simeq\frac{\tfrac23\psi_s^{3/2}-\phi_T\psi_s^{1/2}}{2\psi_s^{1/2}(\psi_s-\phi_T)}
\simeq\frac13\left(1-\frac{\phi_T}{2\psi_s}\right), \tag{42}
\]

with a relative remainder of order \((\phi_T/\psi_s)^{3/2}\). Here \(\phi_T=25.85\ \mathrm{mV}\), and (42) gives 0.329. Numerical solution of the Poisson–Boltzmann equation, with a weak sheet placed at each depth in turn, gives 0.330. The weights found this way agree with the field ratio (23) to within \(10^{-4}\) at every mesh depth. In this model, which keeps holes only, the smooth edge lowers the variance by about 1% and \(\sigma\) by about half of that. The neglected electrons give a correction of the same order. In silicon at this doping, with an intrinsic density of \(10^{10}\ \mathrm{cm^{-3}}\), a surface potential of 0.95 V makes the surface electron density about \(0.9N\). This adds about \(0.9\,\phi_T\) to the bracket of (24) at the surface and raises \(E(0)\). The factor then becomes \(K=0.322\), about 3.4% below one third, so the 1% should not be read as the full thermal correction for a real device.

Lateral averaging can be tested by adding one whole acceptor, spread over one mesh cell, to the uniform layer in a three-dimensional nonlinear solution with mobile holes. The sides are periodic, and the oxide is represented by a local capacitor. With cells of 5 nm laterally and 1.5 nm in depth, the weights at depths of 9.0, 18.0 and 25.5 nm are 0.739, 0.477 and 0.247. The first two keep these digits when the lateral spacing is halved; the third does not. The abrupt-edge values are 0.743, 0.486 and 0.272.

The smooth edge accounts for most of the difference at the two shallower depths. Equation (25) gives \(W_E=34.6\ \mathrm{nm}\) and weights 0.740, 0.479 and 0.262. At 25.5 nm the acceptor is 9.55 nm from the abrupt edge, and (19) predicts a further reduction of about 0.006, to 0.256. The remaining difference depends on how finely the acceptor is resolved: the weight at 25.5 nm falls from 0.247 to 0.229 and 0.190 as the lateral spacing goes from 5 to 2.5 and 1.25 nm. The background potential there is only about 0.09 V, while the Coulomb well of the acceptor, \(q/(4\pi\varepsilon r)\), is 0.12 V deep at \(r=1\ \mathrm{nm}\), so classical holes gather on the acceptor and partly neutralise it. For a true point charge the classical hole density \(e^{-\psi/\phi_T}\) is not integrable, and this model has no limit of zero cell size. With the charge spread as a Gaussian of width 2 nm the weight is 0.257, close to the estimate above. The value 0.247 thus belongs to the chosen cell size and is not a converged property of a point acceptor.

For this device \(NW^3\simeq43\). The distance below which a point acceptor disturbs the edge strongly is \(d_c=(2\pi N)^{-1/3}\simeq5.4\ \mathrm{nm}\). The share of the variance that (29) assigns to acceptors within \(d_c\) of the edge is \((d_c/W)^3=1/(2\pi NW^3)\), about 0.4%. The gathering of holes on the acceptor extends the doubtful region to about 10 nm from the edge, which holds about 2% of the variance. The acceptors that are treated worst carry little of the result.

### Limits of the averaged criterion

Equation (30) describes the voltage at which an average potential reaches a fixed value. A threshold can instead be defined by a current, and the two need not fluctuate alike. In the three-dimensional solution, one acceptor at 9.0 nm produces a peak-to-peak variation of 9.7 mV in the surface potential. The lateral mesh spacing of 5 nm is coarse for an acceptor at this depth: a spacing of 2.5 nm gives 8.5 mV, and the linear continuum solution with a grounded plane at \(W\) gives about 8 mV. The electron density below threshold varies as \(e^{\psi/\phi_T}\), so a variation of this size changes it by some tens of per cent across the surface. This is the effect of one acceptor. The others add their own variations, and those nearer the interface produce larger ones, so the density in a whole device is less uniform still. Current can then favour paths around the low-potential regions, and the lateral positions of the acceptors relative to each other matter. The sum of separate contributions in (27) is then no longer exact, because the effect of one acceptor depends on where the others lie.

The other restrictions follow from the assumptions. In a short channel, some of the field lines that end on the depletion charge start on the source and drain, and the side conditions used in (8) and (10) fail. The worked device would be such a case if it had a source and drain: its gate length of 50 nm is not large compared with \(W\simeq35\ \mathrm{nm}\), and depletion regions of about that width, or wider at a biased drain, would reach in from both ends. Its numbers illustrate the periodic layer and should not be taken as those of a real 50 nm transistor. If acceptor positions are correlated, the variances in (28) do not simply add. If \(\psi_s\) is made to follow the random doping of each device, both \(\psi_s\) and \(Q\) in (7) acquire a further fluctuation. The electrons of a real inversion layer lie on average one to two nanometres below the interface. Suppose the mean potential is held fixed at such a depth \(x_e\) instead of at the interface. The argument of (16) then gives an acceptor at \(x>x_e\) an extra surface field \((q/\varepsilon A)(W-x)/(W-x_e)\), and the gate must also supply the change of voltage across the depth \(x_e\). The shift (2) is multiplied by \([W/(W-x_e)]\,[1+x_e\varepsilon_{\rm ox}/(\varepsilon t)]\). For \(x_e=1.5\ \mathrm{nm}\) in the worked device this factor is about 1.3, so the correction is not small for a thin oxide, and the spread is no longer strictly proportional to oxide thickness. Variations of oxide thickness, gate work function and gate shape are separate sources of spread. The value of 20 mV is therefore the contribution of random acceptors in a periodic layer under an averaged electrostatic criterion applied at the interface, and not the complete threshold spread of a transistor. The remaining digits and checks are in the numerical output below.

## Computed results

```
acceptor density N = 1.00e+18 cm^-3
oxide thickness = 2.0 nm
gate length and gate width = 50 nm each
surface potential at threshold = 0.95 V
temperature = 300 K, kT/q = 25.85 mV
oxide capacitance C = 1.727 uF/cm^2
depletion depth W = 35.05 nm
mean number n = 87.63
threshold above flat band = 1.2752 V
shift per interface acceptor = 3.712 mV
sigma, factor 1/3 = 20.06 mV
sigma, number part 1/4 = 17.37 mV
sigma, depth part 1/12 = 10.03 mV
sigma, full weight 1 = 34.75 mV
random sets: number of sets = 20000
random sets: sigma = 20.04 mV
random sets: mean shift = -0.58 mV
random sets: standard error of mean = 0.14 mV
random sets: number part = 0.2504
random sets: depth part = 0.0835
random sets: linear total = 0.3329
fourfold area: sigma formula = 10.03 mV
fourfold area: sigma random sets = 10.01 mV
with holes: variance factor = 0.3300
with holes: largest |weight - field ratio| = 7.1e-05
3D acceptor at 9.0 nm: weight = 0.739, 1-x/W = 0.743, surface ripple = 9.7 mV
3D acceptor at 18.0 nm: weight = 0.477, 1-x/W = 0.486, surface ripple = 2.1 mV
3D acceptor at 25.5 nm: weight = 0.247, 1-x/W = 0.272, surface ripple = 0.6 mV
```
